# Gate-Overdrive Scaling of the Saturation Current in a Ballistic Transistor: a program that tests the result

```python
"""Zero-temperature saturation current of a ballistic transistor.

Result under test, for one parabolic two-dimensional subband:
    J = 2 q g sqrt(2 m) / (3 pi^2 hbar^2) * (q V / (1 + CQ/(2 C)))**1.5
J   current per width            V   gate overdrive
g   number of valleys            m   isotropic effective mass
C   insulator capacitance/area   CQ  = q^2 g m / (pi hbar^2)
eta = source Fermi level minus subband bottom at the barrier top.
All quantities are in SI units inside the program unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

q, hbar, m0 = const.e, const.hbar, const.m_e
eps0, kB, pi = const.epsilon_0, const.k, np.pi

# Round, rough parameters: ultrathin double-gate silicon transistor
valleys = 2
m_t, m_l = 0.19 * m0, 0.92 * m0
body = 3.0e-9
oxide = 0.8e-9
eps_ox, eps_body = 3.9 * eps0, 11.7 * eps0
V_example = 0.25
C_ins = 2 * eps_ox / oxide
C_Q = q**2 * valleys * m_t / (pi * hbar**2)


def half_density(eta, g=valleys, mx=m_t, my=m_t):
    """Closed form: density of filled right-moving states at T = 0."""
    return g * np.sqrt(mx * my) * max(eta, 0.0) / (2 * pi * hbar**2)


def half_current(eta, g=valleys, my=m_t):
    """Closed form: current of filled right-moving states at T = 0."""
    return 2*q*g*np.sqrt(2*my) * max(eta, 0.0)**1.5 / (3*pi**2*hbar**2)


def current_law(V, C):
    return half_current(q * V / (1 + C_Q / (2 * C)))


def thermal_density(eta, kT, g=valleys, mx=m_t, my=m_t):
    return (g * np.sqrt(mx * my) / (2 * pi * hbar**2)
            * kT * np.logaddexp(0.0, eta / kT))


def thermal_current(eta, kT, g=valleys, my=m_t):
    points = 6000
    root_max = np.sqrt(max(eta, 0.0) + 40 * kT)
    root = (np.arange(points) + 0.5) * root_max / points
    integral = np.sum(2 * root**2 * expit((eta - root**2) / kT))
    integral *= root_max / points
    return q * g * np.sqrt(2 * my) / (pi**2 * hbar**2) * integral


def lattice_sum(eta, g, mx, my, kT=0.0, points=1500):
    """Density and current by summing over a lattice of k points, kx > 0."""
    top = eta + 30 * kT
    dkx = np.sqrt(2 * mx * top) / hbar / points
    dky = np.sqrt(2 * my * top) / hbar / points
    index = np.arange(points) + 0.5
    kx, ky = (index * dkx)[:, None], (index * dky)[None, :]
    energy = hbar**2 * (kx**2 / (2 * mx) + ky**2 / (2 * my))
    if kT == 0.0:
        filled = (energy < eta).astype(float)
    else:
        filled = expit((eta - energy) / kT)
    weight = 2 * (2 * g) * dkx * dky / (4 * pi**2)  # both signs of ky
    return (weight * filled.sum(),
            q * weight * np.sum(filled * hbar * kx / mx))


nodes, weights = np.polynomial.legendre.leggauss(32)


def half_disk(eta, alpha=0.0):
    """Density and current by quadrature over the half disk in k space.

    alpha is the nonparabolicity: E (1 + alpha E) = hbar^2 k^2 / (2 m).
    """
    if eta <= 0:
        return 0.0, 0.0
    k_edge = np.sqrt(2 * m_t * eta * (1 + alpha * eta)) / hbar
    k, wk = k_edge * (nodes + 1) / 2, k_edge * weights / 2
    angle, wa = nodes * pi / 2, weights * pi / 2
    kinetic = hbar**2 * k**2 / (2 * m_t)
    speed = hbar * k / (m_t * np.sqrt(1 + 4 * alpha * kinetic))
    states = 2 * valleys / (4 * pi**2)
    density = states * np.sum(wk * k) * np.sum(wa)
    current = (q * states * np.sum(wk * k * speed)
               * np.sum(wa * np.cos(angle)))
    return density, current


def solve_eta(V, C, density, level_shift=None):
    """Solve the gate balance for eta; level_shift(N) is in joules."""
    def imbalance(x):
        N = density(q * x)
        extra = 0.0 if level_shift is None else level_shift(N) / q
        return x + q * N / C + extra - V
    return q * brentq(imbalance, -1.0, V, xtol=1e-13, rtol=1e-13)


def local_exponent(current, V):
    return np.log(current(1.01*V) / current(0.99*V)) / np.log(1.01/0.99)


# --- Density and current formulas against sums over k points
kT_room = kB * 300.0
for g, mx, my in ((2, m_t, m_t), (2, m_t, m_l), (2, m_l, m_t)):
    N_sum, J_sum = lattice_sum(0.1 * q, g, mx, my)
    assert abs(N_sum / half_density(0.1 * q, g, mx, my) - 1) < 1e-3
    assert abs(J_sum / half_current(0.1 * q, g, my) - 1) < 1e-3
    N_sum, J_sum = lattice_sum(0.1 * q, g, mx, my, kT_room, 900)
    assert abs(N_sum / thermal_density(0.1*q, kT_room, g, mx, my) - 1) < 1e-4
    assert abs(J_sum / thermal_current(0.1*q, kT_room, g, my) - 1) < 1e-4


# --- Power law for many capacitance ratios, from the numerical barrier
def numerical_current(V, C, alpha=0.0):
    eta = solve_eta(V, C, lambda e: half_disk(e, alpha)[0])
    return half_disk(eta, alpha)[1]


def biased_current(V, V_drain, C):
    """Net current with both reservoirs filling their own half disks."""
    eta = solve_eta(V, C, lambda e: half_disk(e)[0]
                    + half_disk(e - q * V_drain)[0])
    return half_disk(eta)[1] - half_disk(eta - q * V_drain)[1]


drives = np.array([0.05, 0.1, 0.2, 0.4])
fitted = []
for ratio in (0.01, 0.1, 1.0, 10.0, 100.0):
    C = ratio * C_Q
    found = np.array([numerical_current(V, C) for V in drives])
    expected = np.array([current_law(V, C) for V in drives])
    assert np.max(np.abs(found / expected - 1)) < 1e-7
    fitted.append(np.polyfit(np.log(drives), np.log(found), 1)[0])
    assert abs(fitted[-1] - 1.5) < 1e-7
    V_onset = solve_eta(0.2, C, lambda e: half_disk(e)[0]) / q
    flat = current_law(0.2, C)
    for multiple in (1.001, 2.0, 5.0):
        assert abs(biased_current(0.2, multiple*V_onset, C)/flat - 1) < 1e-7
    assert biased_current(0.2, 0.9 * V_onset, C) < 0.99 * flat

# Limits: eta follows the gate for large C; charge is C V for small C
eta_large = solve_eta(0.2, 1e4 * C_Q, lambda e: half_disk(e)[0])
eta_small = solve_eta(0.2, 1e-4 * C_Q, lambda e: half_disk(e)[0])
assert abs(eta_large / (q * 0.2) - 1) < 1e-3
assert abs(q * half_disk(eta_small)[0] / (1e-4 * C_Q * 0.2) - 1) < 1e-3


# --- Finite temperature, one subband and several
def warm_current(V, kT, levels):
    def density(e):
        return sum(thermal_density(e - shift, kT, g, mx, my)
                   for shift, g, mx, my in levels)
    eta = solve_eta(V, C_ins, density)
    return sum(thermal_current(eta - shift, kT, g, my)
               for shift, g, mx, my in levels)


well = pi**2 * hbar**2 / (2 * body**2)
gap_second = 3 * well / m_l
gap_primed = well / m_t - well / m_l
one_level = [(0.0, 2, m_t, m_t)]
all_levels = one_level + [(gap_second, 2, m_t, m_t),
                          (gap_primed, 2, m_t, m_l),
                          (gap_primed, 2, m_l, m_t)]
J = current_law(V_example, C_ins)
assert abs(warm_current(V_example, kB * 4.0, one_level) / J - 1) < 1e-3
J_warm = warm_current(V_example, kT_room, one_level)
J_levels = warm_current(V_example, kT_room, all_levels)
p_warm = local_exponent(
    lambda V: warm_current(V, kT_room, one_level), V_example)
assert abs(p_warm - 1.5) > 0.005

# --- Nonparabolic band
alpha_per_eV = 0.5
J_nonpar = numerical_current(V_example, C_ins, alpha_per_eV / q)
p_nonpar = local_exponent(
    lambda V: numerical_current(V, C_ins, alpha_per_eV / q), V_example)
assert abs(p_nonpar - 1.5) > 0.005

# --- Charge depth: Schroedinger-Poisson in a hard-wall body
grid = 300
step = body / (grid + 1)
place = np.arange(1, grid + 1) / (grid + 1)
green = body * (np.minimum.outer(place, place)
                * (1 - np.maximum.outer(place, place)))
hop_eV = hbar**2 / (2 * m_l * step**2) / q


def body_levels(N):
    """Two lowest levels in eV, measured from the body surface."""
    probability = 2 / body * np.sin(pi * place)**2
    for _ in range(15):
        hartree_eV = q * N / eps_body * (green @ probability) * step
        values, states = eigh_tridiagonal(
            2 * hop_eV + hartree_eV, -hop_eV * np.ones(grid - 1),
            select='i', select_range=(0, 1))
        probability = states[:, 0]**2 / (np.sum(states[:, 0]**2) * step)
    return values


bare_level = body_levels(0.0)[0]


def depth_shift(N):
    return q * (body_levels(N)[0] - bare_level)


depth_factor = 1 / 12 + 5 / (8 * pi**2)
C_depth = eps_body / (depth_factor * body)
N_probe = 1e15
assert abs(depth_shift(N_probe) * C_depth / (q**2 * N_probe) - 1) < 2e-3


def depth_current(V):
    return half_current(solve_eta(V, C_ins, half_density, depth_shift))


J_depth = depth_current(V_example)
p_depth = local_exponent(depth_current, V_example)
C_series = 1 / (1 / C_ins + 1 / C_depth)
J_series = current_law(V_example, C_series)
assert abs(J_series / J_depth - 1) < 0.03  # first order against full solution
assert abs(p_depth - 1.5) < 0.03
eta_depth = solve_eta(V_example, C_ins, half_density, depth_shift)
levels_depth = body_levels(half_density(eta_depth))
assert q * (levels_depth[1] - levels_depth[0]) > eta_depth

# --- Worked example
eta = q * V_example / (1 + C_Q / (2 * C_ins))
N = half_density(eta)
v_F = np.sqrt(2 * eta / m_t)
v_inj = J / (q * N)
assert abs(v_inj / (4 * v_F / (3 * pi)) - 1) < 1e-12
assert eta < gap_second


# --- Tunnelling through a parabolic barrier, density held fixed
def landauer_current(eta, width):
    """width = hbar omega / (2 pi) of the inverted parabola."""
    points = 40000
    root_max = np.sqrt(eta + 40 * width)
    root = (np.arange(points) + 0.5) * root_max / points
    passed = expit((eta - root**2) / width)
    integral = np.sum(2 * root**2 * passed) * root_max / points
    return q * valleys * np.sqrt(2 * m_t) / (pi**2 * hbar**2) * integral


assert abs(landauer_current(eta, eta / 300) / J - 1) < 1e-3
fall_eV, fall_length = 0.1, 5e-9
omega = np.sqrt(2 * fall_eV * q / m_t) / fall_length
J_tunnel = landauer_current(eta, hbar * omega / (2 * pi))

# --- Backscattering with an energy-independent transmission
mobility, critical_length = 0.02, 5e-9
free_path = pi / 2 * v_F * mobility * m_t / q
transmission = free_path / (free_path + critical_length)


def scattered_current(V):
    e = solve_eta(V, C_ins, lambda x: (2 - transmission) * half_density(x))
    return transmission * half_current(e)


J_scatter = scattered_current(V_example)
p_scatter = local_exponent(scattered_current, V_example)
assert abs(p_scatter - 1.5) < 1e-6

# --- Source resistance, given as resistance times width
R_source = 100e-6


def resisted_current(V):
    return brentq(lambda j: j - current_law(max(V - j*R_source, 0.0), C_ins),
                  0.0, V / R_source, xtol=1e-9)


J_resist = resisted_current(V_example)
p_resist = local_exponent(resisted_current, V_example)
assert p_resist < 1.45

# --- Threshold shift with drain bias, and insulator field
dibl, drain_rise = 0.05, 0.1
J_dibl = current_law(V_example + dibl * drain_rise, C_ins)
field = q * N / 2 / eps_ox


def mA(j):
    return f"{j * 1e-3:.3f} mA/um"


def change(j):
    return f"{100 * (j / J - 1):+.1f} %"


print(f"mass m_t, m_l: {m_t/m0:.2f}, {m_l/m0:.2f} m0; valleys: {valleys}")
print(f"body thickness: {body*1e9:.1f} nm")
print(f"equivalent oxide per gate: {oxide*1e9:.1f} nm")
print(f"relative permittivity oxide, body: "
      f"{eps_ox/eps0:.1f}, {eps_body/eps0:.1f}")
print(f"insulator capacitance, two gates: {C_ins*100:.2f} uF/cm2")
print(f"quantum capacitance: {C_Q*100:.2f} uF/cm2")
print(f"ratio C_ins/C_Q: {C_ins/C_Q:.4f}")
print(f"overdrive: {V_example:.3f} V")
print(f"eta / (q V): {eta/(q*V_example):.4f}")
print(f"eta: {eta/q:.4f} eV")
print(f"saturation drain voltage: {eta/q:.4f} V")
print(f"voltage across insulator: {q*N/C_ins:.4f} V")
print(f"sheet density: {N/1e4:.3e} cm^-2")
print(f"Fermi velocity: {v_F*100:.3e} cm/s")
print(f"injection velocity: {v_inj*100:.3e} cm/s")
print(f"saturation current: {mA(J)} = {J:.0f} A/m")
J_half = numerical_current(V_example / 2, C_ins)
print(f"current at half the overdrive: {mA(J_half)}")
print(f"ratio of the two currents: {J/J_half:.4f}")
J_linear = biased_current(V_example, eta / q / 2, C_ins)
print(f"current at half the saturation drain voltage: {mA(J_linear)}")
for ratio, power in zip((0.01, 0.1, 1.0, 10.0, 100.0), fitted):
    part = numerical_current(0.2, ratio*C_Q) / half_current(q*0.2)
    print(f"C_ins/C_Q {ratio:g}: exponent {power:.6f}, "
          f"prefactor/limit {part:.5f}")
print(f"second subband above first: {gap_second/q:.4f} eV")
print(f"primed subband above first: {gap_primed/q:.4f} eV")
print(f"overdrive filling second subband at T=0: "
      f"{gap_second/eta*V_example:.3f} V")
print(f"thermal energy at 300 K: {kT_room/q:.4f} eV")
print(f"300 K, one subband: {mA(J_warm)}, {change(J_warm)}, "
      f"exponent {p_warm:.3f}")
print(f"300 K, four subband groups: {mA(J_levels)}, {change(J_levels)}")
print(f"nonparabolicity {alpha_per_eV:.1f} /eV: {mA(J_nonpar)}, "
      f"{change(J_nonpar)}, exponent {p_nonpar:.3f}")
print(f"charge-depth capacitance: {C_depth*100:.2f} uF/cm2")
print(f"series capacitance: {C_series*100:.2f} uF/cm2")
print(f"charge depth, first order: {mA(J_series)}, {change(J_series)}")
print(f"charge depth, full: {mA(J_depth)}, {change(J_depth)}, "
      f"exponent {p_depth:.3f}")
print(f"with charge depth: eta {eta_depth/q:.4f} eV, "
      f"subband gap {levels_depth[1]-levels_depth[0]:.4f} eV")
print(f"assumed barrier fall: {fall_eV:.1f} eV in {fall_length*1e9:.0f} nm")
print(f"barrier hbar*omega: {hbar*omega/q:.4f} eV")
print(f"tunnelling, fixed density: {mA(J_tunnel)}, {change(J_tunnel)}")
print(f"assumed mobility: {mobility*1e4:.0f} cm2/Vs; "
      f"critical length: {critical_length*1e9:.0f} nm")
print(f"backscattering free path: {free_path*1e9:.1f} nm; "
      f"transmission: {transmission:.3f}")
print(f"backscattering: {mA(J_scatter)}, {change(J_scatter)}, "
      f"exponent {p_scatter:.3f}")
print(f"assumed source resistance: {R_source*1e6:.0f} ohm um")
print(f"source resistance: {mA(J_resist)}, {change(J_resist)}, "
      f"exponent {p_resist:.3f}")
print(f"assumed threshold shift: {dibl*1000:.0f} mV/V; "
      f"drain rise: {drain_rise:.1f} V")
print(f"threshold shift: {mA(J_dibl)}, {change(J_dibl)}")
print(f"field in equivalent oxide: {field/1e8:.2f} MV/cm")
print("all assertions hold")
```

It prints:

```
mass m_t, m_l: 0.19, 0.92 m0; valleys: 2
body thickness: 3.0 nm
equivalent oxide per gate: 0.8 nm
relative permittivity oxide, body: 3.9, 11.7
insulator capacitance, two gates: 8.63 uF/cm2
quantum capacitance: 25.43 uF/cm2
ratio C_ins/C_Q: 0.3394
overdrive: 0.250 V
eta / (q V): 0.4044
eta: 0.1011 eV
saturation drain voltage: 0.1011 V
voltage across insulator: 0.1489 V
sheet density: 8.023e+12 cm^-2
Fermi velocity: 4.326e+07 cm/s
injection velocity: 1.836e+07 cm/s
saturation current: 2.360 mA/um = 2360 A/m
current at half the overdrive: 0.834 mA/um
ratio of the two currents: 2.8284
current at half the saturation drain voltage: 1.317 mA/um
C_ins/C_Q 0.01: exponent 1.500000, prefactor/limit 0.00275
C_ins/C_Q 0.1: exponent 1.500000, prefactor/limit 0.06804
C_ins/C_Q 1: exponent 1.500000, prefactor/limit 0.54433
C_ins/C_Q 10: exponent 1.500000, prefactor/limit 0.92943
C_ins/C_Q 100: exponent 1.500000, prefactor/limit 0.99255
second subband above first: 0.1362 eV
primed subband above first: 0.1745 eV
overdrive filling second subband at T=0: 0.337 V
thermal energy at 300 K: 0.0259 eV
300 K, one subband: 2.553 mA/um, +8.2 %, exponent 1.355
300 K, four subband groups: 2.490 mA/um, +5.5 %
nonparabolicity 0.5 /eV: 2.293 mA/um, -2.8 %, exponent 1.472
charge-depth capacitance: 23.55 uF/cm2
series capacitance: 6.32 uF/cm2
charge depth, first order: 1.755 mA/um, -25.6 %
charge depth, full: 1.763 mA/um, -25.3 %, exponent 1.505
with charge depth: eta 0.0832 eV, subband gap 0.1268 eV
assumed barrier fall: 0.1 eV in 5 nm
barrier hbar*omega: 0.0566 eV
tunnelling, fixed density: 2.384 mA/um, +1.0 %
assumed mobility: 200 cm2/Vs; critical length: 5 nm
backscattering free path: 14.7 nm; transmission: 0.746
backscattering: 1.425 mA/um, -39.6 %, exponent 1.500
assumed source resistance: 100 ohm um
source resistance: 1.046 mA/um, -55.7 %, exponent 1.240
assumed threshold shift: 50 mV/V; drain rise: 0.1 V
threshold shift: 2.431 mA/um, +3.0 %
field in equivalent oxide: 1.86 MV/cm
all assertions hold
```
